\section*{Ward–Takahashi Identities from Local Phase Changes in the QED Path Integral, part 2}

Changing the phase of the electron field locally, with the photon field $A_\mu$ held fixed, leaves the fermion measure invariant and so relates the electron's vertex to its propagator. Here this relation is applied to renormalization constants and checked at one loop.

Units are $\hbar=c=1$ with Gaussian charge, so $e^2=\alpha_{\rm f}$, the fine-structure constant. The metric is $(+,-,-,-)$, and $\slashed a=\gamma^\mu a_\mu$. The parameters $m$ and $e$ are the bare mass and charge, the coupling is $-ie\gamma^\mu$, and $\mathcal L_A$ is the photon part of the Lagrangian density, including gauge fixing and any photon regulator.

The electron propagator is $iS(p)$, with $S^{-1}(p)=\slashed p-m-\Sigma(p)$, which defines the self-energy $\Sigma$. The vertex $\Gamma^\mu(p',p)=\gamma^\mu+\Lambda^\mu(p',p)$ has momentum $q=p'-p$ entering at the current. It omits diagrams in which cutting one photon line separates the current from the electron line; $\Gamma^\mu_{\rm full}$ includes them. The earlier results are
\begin{equation}
q_\mu\Gamma^\mu_{\rm full}(p',p)=S^{-1}(p')-S^{-1}(p),
\label{full}
\end{equation}
\begin{equation}
q_\mu\Gamma^\mu(p',p)=S^{-1}(p')-S^{-1}(p),
\label{w2}
\end{equation}
provided that gauge fixing involves the photon field alone and that closed electron loops are regulated in a way that respects local phase changes.

The closing remarks and the final table also refer to a Euclidean ring of three sites $x=0,1,2$, with one Grassmann pair $\psi_x,\bar\psi_x$ per site, link factors $U_x=e^{i\theta_x}$, weight $e^{-S_{\rm E}}$ and
\begin{equation}
S_{\rm E}=\sum_x\big(M\bar\psi_x\psi_x+K_x\big),\quad
K_x=\tfrac12\big(\bar\psi_xU_x\psi_{x+1}-\bar\psi_{x+1}U_x^*\psi_x\big).
\end{equation}
Its conserved current joins two sites:
\begin{equation}
J_x=\tfrac12\big(\bar\psi_xU_x\psi_{x+1}+\bar\psi_{x+1}U_x^*\psi_x\big).
\end{equation}
There $M=1$, and the $\theta_x$ are independent Gaussian phases of root-mean-square width $0.8$. In the table, `bar_1` means $\bar\psi_1$, `div J` at $x$ is the average of $J_x-J_{x-1}$ times the inserted fields, and the connected part is what remains after subtracting products of two-field averages.

\subsection*{(f) Zero momentum transfer}

\textit{Let the photon have a small mass, so that the electron pole is isolated and $\Gamma^\mu$ is regular at $q=0$. Find $\Gamma^\mu(p,p)$. Then compare the residue $Z_2$ of the electron pole with the constant $Z_1$ defined by $\bar u\Gamma^\mu(p,p)u=Z_1^{-1}\bar u\gamma^\mu u$ for on-shell spinors.}

\textbf{Solution.} To first order in $q$, \eqref{w2} reads $q_\mu\Gamma^\mu(p,p)=q_\mu\,\partial S^{-1}(p)/\partial p_\mu$. The direction of $q$ is arbitrary, so
\begin{equation}
\Gamma^\mu(p,p)=\frac{\partial S^{-1}(p)}{\partial p_\mu}=\gamma^\mu-\frac{\partial\Sigma(p)}{\partial p_\mu}.
\label{ward}
\end{equation}

In a covariant gauge $\Sigma=a(p^2)\slashed p+b(p^2)$. Because $p^2=\slashed p^2$, the inverse propagator is a function $f$ of the single matrix $\slashed p$:
\begin{equation}
S^{-1}=f(\slashed p),\qquad f(w)=w-m-w\,a(w^2)-b(w^2).
\end{equation}
The physical mass $m_*$ satisfies $f(m_*)=0$. Near it $f(w)\approx f'(m_*)(w-m_*)$, so the residue of $S$ is $Z_2=1/f'(m_*)$, with
\begin{equation}
Z_2^{-1}=f'(m_*)=1-a-2m_*^2a'-2m_*b' ,
\label{z2}
\end{equation}
where $a$, $b$ and their derivatives with respect to $p^2$ are taken at $p^2=m_*^2$.

For the vertex, \eqref{ward} gives
\begin{equation}
\Gamma^\mu(p,p)=(1-a)\gamma^\mu-2p^\mu(a'\slashed p+b').
\end{equation}
Between on-shell spinors $\slashed p$ becomes $m_*$. Also $\{\gamma^\mu,\slashed p\}=2p^\mu$ gives $2m_*\bar u\gamma^\mu u=2p^\mu\bar uu$, so $p^\mu\bar uu=m_*\bar u\gamma^\mu u$. Hence
\begin{equation}
\bar u\Gamma^\mu u=\big[1-a-2m_*(m_*a'+b')\big]\bar u\gamma^\mu u .
\end{equation}
The bracket equals \eqref{z2}, and therefore $Z_1=Z_2$.

A scattering amplitude carries a factor $\sqrt{Z_2}$ for each external electron, so the coupling to a photon of vanishing momentum contains $Z_2\,\bar u\Gamma^\mu u=\bar u\gamma^\mu u$. The cloud around the electron does not alter its charge. What remains is the normalization of the photon line, which does not refer to the electron line it is attached to.

\subsection*{(g) How the one-loop diagrams cooperate}

\textit{Give the photon a mass $\mu$ in Feynman gauge and subtract the propagator of a heavy photon of mass $\Lambda$. Write $\Sigma$ and $\Lambda^\mu$ at order $e^2$ and verify \eqref{w2} before doing any integral.}

\textbf{Solution.} With the Gaussian Maxwell term, Feynman gauge fixing and a mass term,
\begin{equation}
\mathcal L_A=-\frac{F_{\mu\nu}F^{\mu\nu}}{16\pi}-\frac{(\partial\cdot A)^2}{8\pi}+\frac{\mu^2A^2}{8\pi}
\;\to\;\frac12A_\mu\,\frac{\partial^2+\mu^2}{4\pi}\,A^\mu ,
\end{equation}
where the arrow denotes integration by parts. In momentum space the operator is $(-k^2+\mu^2)/4\pi$. The propagator is $i$ times its inverse, $-4\pi i\,g_{\mu\nu}/(k^2-\mu^2)$. After the subtraction it is $g_{\mu\nu}D(k)$ with
\begin{equation}
D(k)=-4\pi i\left[\frac1{k^2-\mu^2}-\frac1{k^2-\Lambda^2}\right]
=\frac{-4\pi i\,(\mu^2-\Lambda^2)}{(k^2-\mu^2)(k^2-\Lambda^2)} .
\end{equation}
Its inverse is a polynomial in $k^2$, so the subtraction amounts to a modified quadratic $\mathcal L_A$, and the derivation of \eqref{w2} covers it.

Let $S_0(p)=(\slashed p-m)^{-1}$ and $\int_k=\int d^4k/(2\pi)^4$. The diagrams are
\begin{align}
-i\Sigma(p)&=\int_k(-ie\gamma^\nu)\,iS_0(p-k)\,(-ie\gamma_\nu)\,D(k),\label{sdef}\\
\Lambda^\mu(p',p)&=\int_k(-ie\gamma^\nu)\,iS_0(p'-k)\gamma^\mu\, iS_0(p-k)\,(-ie\gamma_\nu)\,D(k).\label{vdef}
\end{align}
At large $k$ the first integrand falls as $k^{-5}$ and the second as $k^{-6}$, so both four-dimensional integrals converge.

Since $\slashed q=S_0^{-1}(p'-k)-S_0^{-1}(p-k)$,
\begin{equation}
S_0(p'-k)\,\slashed q\,S_0(p-k)=S_0(p-k)-S_0(p'-k).
\end{equation}
In $q_\mu\Lambda^\mu$ this is multiplied by $i^2=-1$:
\begin{equation}
q_\mu\Lambda^\mu=\int_k(-ie\gamma^\nu)\big[S_0(p'-k)-S_0(p-k)\big](-ie\gamma_\nu)D(k).
\end{equation}
Dividing \eqref{sdef} by $i$ shows that the same integral with a single $S_0(p-k)$ equals $-\Sigma(p)$. So
\begin{equation}
q_\mu\Lambda^\mu(p',p)=\Sigma(p)-\Sigma(p').
\label{ql}
\end{equation}
Adding $\slashed q$ gives \eqref{w2} at this order. The photon momentum $k$ is the same in all terms, so no shift of the integration variable was needed.

\subsection*{(h) The self-energy}

\textit{Reduce \eqref{sdef} to an integral over one parameter.}

\textbf{Solution.} The constants in \eqref{sdef} are $(-ie)^2\,i\,(-4\pi i)=-4\pi e^2$. Division by $-i$ turns this into $-4\pi ie^2$. With $\gamma^\nu\slashed a\gamma_\nu=-2\slashed a$ and $\gamma^\nu\gamma_\nu=4$,
\begin{equation}
\Sigma=-4\pi ie^2\int_k\frac{4m-2(\slashed p-\slashed k)}{(p-k)^2-m^2}\left[\frac1{k^2-\mu^2}-\frac1{k^2-\Lambda^2}\right].
\end{equation}
Let $M$ stand for $\mu$ or $\Lambda$. Use $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$ with $A=k^2-M^2$ and $B=(p-k)^2-m^2$. Completing the square with $k=l+(1-x)p$,
\begin{equation}
xA+(1-x)B=l^2-\Delta_M,\quad
\Delta_M=xM^2+(1-x)m^2-x(1-x)p^2 .
\end{equation}
The shift is the same for both masses, so it acts on a convergent difference. The numerator becomes $4m-2x\slashed p+2\slashed l$, and the term odd in $l$ integrates to zero.

The remaining integrals follow from one. Rotate $l^0=il_{\rm E}^0$, so that $d^4l=i\,d^4l_{\rm E}$ and $l^2=-s$ with $s=l_{\rm E}^2$. The angular integration gives $d^4l_{\rm E}=\pi^2s\,ds$, and
\begin{equation}
\int_l\frac1{(l^2-\Delta)^3}=\frac{-i\pi^2}{16\pi^4}\int_0^\infty\frac{s\,ds}{(s+\Delta)^3}=\frac{-i}{32\pi^2\Delta},
\label{i3}
\end{equation}
because the $s$ integral is $1/(2\Delta)$. Since $\partial_\Delta(l^2-\Delta)^{-2}=2(l^2-\Delta)^{-3}$,
\begin{equation}
\int_l\left[\frac1{(l^2-\Delta_\mu)^2}-\frac1{(l^2-\Delta_\Lambda)^2}\right]
=-2\int_{\Delta_\mu}^{\Delta_\Lambda}\!d\Delta\,\frac{-i}{32\pi^2\Delta}
=\frac{i}{16\pi^2}\ln\frac{\Delta_\Lambda}{\Delta_\mu}.
\label{i2}
\end{equation}
The prefactor is $-4\pi ie^2\cdot i/(16\pi^2)=\alpha_{\rm f}/(4\pi)$, so
\begin{equation}
\Sigma(p)=\frac{\alpha_{\rm f}}{2\pi}\int_0^1dx\,(2m-x\slashed p)\ln\frac{\Delta_\Lambda}{\Delta_\mu}.
\label{sig}
\end{equation}
This is real for $p^2<(m+\mu)^2$. Above that value the electron can emit a real photon of mass $\mu$.

\subsection*{(i) The vertex}

\textit{Reduce \eqref{vdef} to a parameter integral without using the identity.}

\textbf{Solution.} The constants are $(-ie)^2\,i^2(-4\pi i)=-4\pi ie^2$. Three denominators combine by
\begin{equation}
\frac1{ABC}=2\int\! dy\,dz\,\frac1{[xA+yB+zC]^3},\qquad x=1-y-z,
\end{equation}
over $y,z\ge0$, $y+z\le1$, with $y$ belonging to $p'$ and $z$ to $p$. Let $r=yp'+zp$ and $k=l+r$. The bracket is $l^2-\mathcal D_M$ with
\begin{equation}
\mathcal D_M=xM^2+(y+z)m^2-yp'^2-zp^2+r^2 .
\end{equation}
The part of the numerator without $l$ is
\begin{equation}
N^\mu=\gamma^\nu(\slashed p'-\slashed r+m)\gamma^\mu(\slashed p-\slashed r+m)\gamma_\nu .
\end{equation}
Terms linear in $l$ vanish. In the quadratic term $l_\rho l_\sigma$ may be replaced by $g_{\rho\sigma}l^2/4$. Applying $\gamma^\rho\gamma^\mu\gamma_\rho=-2\gamma^\mu$ twice,
\begin{equation}
\gamma^\nu\slashed l\gamma^\mu\slashed l\gamma_\nu\to\tfrac14l^2\,\gamma^\nu\gamma^\rho\gamma^\mu\gamma_\rho\gamma_\nu=l^2\gamma^\mu .
\end{equation}
To integrate it, write
\begin{equation}
\frac{l^2}{(l^2-\mathcal D)^3}=\frac1{(l^2-\mathcal D)^2}+\frac{\mathcal D}{(l^2-\mathcal D)^3}.
\end{equation}
By \eqref{i3} the last term integrates to a constant independent of $\mathcal D$, which cancels between the two photon masses. The first term gives \eqref{i2} with $\mathcal D$ in place of $\Delta$. The prefactors are
\begin{equation}
-8\pi ie^2\,\frac{i}{16\pi^2}=\frac{\alpha_{\rm f}}{2\pi},\qquad
-8\pi ie^2\,\frac{-i}{32\pi^2}=-\frac{\alpha_{\rm f}}{4\pi},
\end{equation}
and the result is
\begin{equation}
\Lambda^\mu=\frac{\alpha_{\rm f}}{2\pi}\int\! dy\,dz\left[\gamma^\mu\ln\frac{\mathcal D_\Lambda}{\mathcal D_\mu}
-\frac{N^\mu}{2}\left(\frac1{\mathcal D_\mu}-\frac1{\mathcal D_\Lambda}\right)\right].
\label{ver}
\end{equation}
The integrals \eqref{sig} and \eqref{ver} look unrelated. Contracting \eqref{ver} with $q_\mu$ and comparing the result with \eqref{sig} numerically therefore tests one against the other, except for terms of $\Lambda^\mu$ that vanish on contraction.

\subsection*{(j) Numbers}

\textit{Take $\mu=0.1\,m$, $\Lambda=10\,m$, $p^\mu=(0.5,\,0.1,\,0,\,0.2)\,m$ and $q^\mu=(0.3,\,0,\,0.2,\,-0.1)\,m$. Compare the two sides of \eqref{w2}, and then $Z_1$ with $Z_2$.}

\textbf{Solution.} Here $p^2=(0.25-0.01-0.04)m^2=0.20\,m^2$. With $p'^\mu=(0.8,\,0.1,\,0.2,\,0.1)\,m$, $p'^2=(0.64-0.01-0.04-0.01)m^2=0.58\,m^2$. Both lie below $(m+\mu)^2=1.21\,m^2$. Writing $\Sigma=a\slashed p+b$, \eqref{sig} gives
\begin{align}
a(p^2)&=-0.003287648, & b(p^2)&=0.010926637\,m,\\
a(p'^2)&=-0.003472350, & b(p'^2)&=0.011474259\,m .
\end{align}
The difference of inverse propagators is
\begin{equation}
S^{-1}(p')-S^{-1}(p)=\slashed q-a(p'^2)\slashed p'+a(p^2)\slashed p-b(p'^2)+b(p^2).
\end{equation}
Its part proportional to the unit matrix is $(0.010926637-0.011474259)m=-0.000547622\,m$. The rest has the form $\slashed v$, with time component
\begin{equation}
v^0=(0.3+0.003472350\times0.8-0.003287648\times0.5)\,m=0.301134\,m .
\end{equation}
The other components follow in the same way:
\begin{equation}
v^\mu=(0.301134,\;0.000018,\;0.200694,\;-0.100310)\,m .
\end{equation}
The component $v^1$ is not zero although $q^1=0$. There $p^1=p'^1=0.1\,m$, and the two values of $a$ differ, which leaves $0.1\,m\times(0.003472350-0.003287648)$.

The vertex integral \eqref{ver}, contracted with $q_\mu$ and added to $\slashed q$, gives the same unit part and the same $v^\mu$. The largest difference between the two matrices is $1.1\times10^{-16}\,m$, which is rounding error. The unit part corresponds to about $-280$ eV. This is a property of the chosen regulator masses, gauge and off-shell momenta, not an observable shift.

If the corrected propagators are combined with the bare vertex $\gamma^\mu$, the largest matrix element of the mismatch is $1.7\times10^{-3}\,m$ in the Dirac representation of the $\gamma^\mu$, where $\gamma^0$ is diagonal. By \eqref{ql} this mismatch is $q_\mu\Lambda^\mu=\Sigma(p)-\Sigma(p')$, so it is of first order in $\alpha_{\rm f}$, like the corrections kept in the propagators. An approximation that dresses the propagator with a momentum-dependent self-energy and leaves the vertex bare thus violates \eqref{w2}.

The formula for $\Sigma$ was also tested against a direct integration over Euclidean loop momentum at $p^2=-0.49\,m^2$. Both ways give $a=-0.003063266$ and $b=0.010235194\,m$. The zero-transfer relation \eqref{ward} was tested at the momentum $p$ above for all four components, with $\partial\Sigma/\partial p_\mu$ taken by finite differences.

On the mass shell, at order $\alpha_{\rm f}$, the physical mass may be replaced by $m$ inside the corrections. The vertex and the self-energy then give separately
\begin{equation}
Z_1^{-1}-1=-0.000554693,\qquad Z_2^{-1}-1=-0.000554693 .
\end{equation}
The common value depends on $\mu$, $\Lambda$ and the gauge; the equality is what \eqref{w2} demands. The value makes $Z_2$ slightly larger than one. This conflicts with no probability bound, because such a bound needs intermediate states of positive norm. The time component of the Feynman-gauge propagator and the subtracted heavy photon both enter with the opposite sign.

These numbers contain one photon loop and nothing beyond it. The derivation of \eqref{w2} from the measure made no expansion in $e$ up to \eqref{full}; the separation of photon-reducible diagrams that followed was made for the whole sum of diagrams. Closed electron loops, which appear in that sum, are not made finite by a regulator of the photon field alone. For them the argument assumes a regulator that respects local phase changes, with the current adapted to it as on the ring.

\section*{Calculated quantities}
\begin{verbatim}
RING (all dimensionless)
sites 3, mass 1.0, rms link phase 0.8
<psi_0 bar_1> = -0.13214390
div J at x=0,1,2 with psi_0 bar_1: +0.13214390 -0.13214390 +0.00000000
<psi_0 psi_1 bar_1 bar_2> = +0.20747203
its connected part = +0.02293393
div J at x=0,1,2 with these four fields: -0.20747203 +0.00000000 +0.20747203
<J_x theta_0^2> for x=0,1,2: -0.01258346 -0.01258346 -0.01258346
div J at x=0 with J_0 inserted = -0.28571429
contact term <K_0> = -0.28571429
ONE-LOOP QED (momenta, masses and matrices in units of m)
alpha = 0.007297353 (dimensionless)
photon mass = 0.1 m, Pauli-Villars mass = 10.0 m
p^mu = +0.50 +0.10 +0.00 +0.20 m;  q^mu = +0.30 +0.00 +0.20 -0.10 m
p^2 = 0.2000 m^2, (p+q)^2 = 0.5800 m^2
Sigma(p): slash coefficient -0.003287648, unit part +0.010926637 m
Sigma(p+q): slash coefficient -0.003472350, unit part +0.011474259 m
q.Gamma from vertex: unit part -0.0005476219 m
   vector part v^mu: +0.3011340562 +0.0000184702 +0.2006944700 -0.1003102946 m
S^-1(p+q)-S^-1(p): unit part -0.0005476219 m
   vector part v^mu: +0.3011340562 +0.0000184702 +0.2006944700 -0.1003102946 m
unit part of q.Gamma in eV = -279.8342 eV
largest mismatch, full vertex = 1.1e-16 m
largest mismatch, bare vertex gamma^mu = 1.6817e-03 m
Euclidean check at p^2 = -0.49 m^2:
   slash coefficient: loop -0.003063266, formula -0.003063266
   unit part: loop +0.010235194 m, formula +0.010235194 m
on shell 1/Z1 - 1 from vertex = -0.000554693
on shell 1/Z2 - 1 from self-energy = -0.000554693
\end{verbatim}
